Can densification strain halt grain growth in a thin film?

**Q.** Grain boundaries cost energy, so a film with fewer of them has less energy. Why should growth of the grains ever stop, short of one single crystal?

**A.** One possible reason is that boundaries also take up room. Atoms at a boundary are packed less densely than in the crystal, so each unit of boundary area carries an excess volume. That volume per area is a length, the excess width a, taken here as positive. When a boundary disappears, the film would like to shrink by a. A film bonded to a rigid substrate cannot shrink sideways, so it is stretched instead, and stretching costs energy. Whether that cost can stop growth depends on how the two energies vary with grain size.

**Q.** Then fix the geometry before any energies are compared.

**A.** The grains are square columns of side L running through the full film thickness h. They start at side L0 with no stress. The boundary energy γ per unit area and the width a are constants, and the top surface and the substrate interface have energies that do not depend on L. Tension is positive.

A square grain has four sides, each shared with a neighbour, so it owns two sides of area Lh. Its volume is L²h. The boundary area per volume is therefore

2Lh/(L²h) = 2/L,

and the boundary energy per volume is 2γ/L.

**Q.** How much does the film want to shrink? A density change would normally be shared among three directions.

**A.** Here it is not, because all boundaries are vertical and the excess width lies along their normals, in the film plane. Take a line of length S along one grain axis. It first crosses N0 = S/L0 grains, each with a crystal part L0 − a and one boundary of width a. After growth it crosses N = S/L grains. The total crystal length is conserved, so the stress-free length is now

S_r = N0(L0 − a) + Na = S − (N0 − N)a = S(1 − u),

u = a(1/L0 − 1/L).

The same holds along the other axis. The substrate holds the film at length S, so u is the densification strain, measured relative to the substrate length.

**Q.** The strain of an elastic body is measured from its relaxed length, which would give u/(1 − u). Are you dropping a term?

**A.** Not in the energy, if the volume is treated consistently. First the modulus. The top surface is free, so there is no stress normal to the film, and the two in-plane stresses are equal. Hooke's law for an isotropic film with Young modulus E and Poisson ratio ν gives

ε = (σ − νσ)/E, so σ = Mε with M = E/(1 − ν).

The energy per relaxed volume is half of stress times strain, summed over two directions:

½σε + ½σε = Mε².

That is why no factor ½ remains. Now put ε = u/(1 − u) and multiply by the relaxed volume S²(1 − u)²h. The factors (1 − u)² cancel, leaving M u² S²h. Divided by the film volume S²h, the elastic energy is Mu².

The stress follows from virtual work. At fixed S_r the elastic energy is M(S − S_r)²h. Stretching both sides by dS raises it by 2M(S − S_r)h dS, while the forces σhS in the two directions do work 2σhS dS. Equating them gives

σ = M(S − S_r)/S = Mu.

This treats the boundaries as having the same modulus as the crystal, takes the energy as quadratic in ε, and ignores the slight thinning of the film.

**Q.** So now you minimise the sum. Is the minimum unique?

**A.** Use x = 1/L and x0 = 1/L0. The energy per volume is

W = 2γx + Ma²(x0 − x)².

Growth means that x falls from x0 towards zero. The derivatives are

dW/dx = 2γ − 2Ma²(x0 − x),

d²W/dx² = 2Ma² > 0.

The curve is convex in x, so it has one minimum. Since σ = Ma(x0 − x), the slope can be written

dW/dx = 2(γ − σa).

The factor 2 is the boundary area per volume for each unit of x. Removing unit area of boundary releases γ but costs σa, the work of contracting by a against the tension σ. At the start σ = 0, so the slope is 2γ and growth lowers the energy. Densification therefore cannot prevent growth from starting in a stress-free film. It can only build up an opposing term later.

**Q.** And does that opposing term ever win?

**A.** Set the slope to zero:

2γ = 2Ma²(x0 − x*), so x0 − x* = γ/(Ma²).

The right-hand side is an inverse length. Writing Lc = Ma²/γ,

1/L* = 1/L0 − 1/Lc, or L* = L0/(1 − L0/Lc).

A finite grain size needs 1/L* > 0, which means

L0 < Lc = Ma²/γ.

If this holds, growth halts at L*. If L0 is larger than Lc, the zero of the slope lies at negative x, which no grain size can reach, and W falls all the way to x = 0. If L0 = Lc, the minimum is at x = 0 itself, so again no finite size stops growth.

**Q.** It seems odd that coarse grains escape. They are the ones with less boundary energy left to gain.

**A.** They also have less excess volume left to lose. Starting from L0, the largest possible tension is reached when every boundary has gone:

σ_max = Ma/L0.

Halting needs σ to reach γ/a. The condition Ma/L0 > γ/a is the same as L0 < Lc. A coarse-grained film does not contain enough excess volume to build up that stress.

The stress at a halt is always γ/a in this model, whatever M and L0 are. A stiffer film reaches it after less growth. For L0 much smaller than Lc, expanding the formula gives L* ≈ L0(1 + L0/Lc), so growth stops almost at once. As L0 approaches Lc from below, L* increases without limit.

**Q.** Could I find the threshold faster by comparing the initial film with the single crystal?

**A.** That answers a different question. The two energies are

W(L0) = 2γ/L0,

W(∞) = Ma²/L0² = γLc/L0².

The single crystal is lower when Lc/L0 < 2, that is, when L0 > Lc/2. But for L0 between Lc/2 and Lc there is a still lower state between the two ends. Growth driven by falling energy stops there, although the single crystal lies below the starting point. The energy released up to the halt is

W(L0) − W(L*) = 2γ(x0 − x*) − Ma²(x0 − x*)².

With x0 − x* = 1/Lc and Ma² = γLc, this is 2γ/Lc − γ/Lc = γ/Lc.

**Q.** You forced the grains to stay square. Perhaps they escape by growing long in one direction.

**A.** Let the sides be 1/p and 1/q. The boundary energy is γ(p + q), and the strains are u₁ = a(x0 − p) and u₂ = a(x0 − q). Plane-stress elasticity gives σ₁ = E(u₁ + νu₂)/(1 − ν²), and likewise for σ₂, so the elastic energy ½(σ₁u₁ + σ₂u₂) is

E/[2(1 − ν²)] · (u₁² + u₂² + 2νu₁u₂).

The bracket equals

½(1 + ν)(u₁ + u₂)² + ½(1 − ν)(u₁ − u₂)².

At fixed p + q, the boundary energy and the first term are fixed. The second term is positive unless u₁ = u₂. Elongation at fixed boundary area therefore costs energy, and the square state is the minimum among rectangles.

**Q.** Give me numbers for a metal film.

**A.** Take a copper film on silicon with rough inputs: E = 130 GPa, ν = 0.34, γ = 0.60 J/m² and a = 0.10 nm. The excess width is deliberately too large: values for copper boundaries are nearer 0.03 to 0.05 nm. It is chosen to bring the halt to a grain size that can be pictured, so the 2 nm case below illustrates the mechanism and does not predict what copper does. Then

M = 130/(1 − 0.34) = 197 GPa.

Since 1 J/m² equals 1 GPa nm,

Lc = 197 × 0.10²/0.60 = 3.28 nm.

Start at L0 = 2.0 nm, which is below Lc:

1/L* = 0.500 − 0.305 = 0.195 nm⁻¹, so L* = 5.1 nm.

The stress there is 0.60/0.10 = 6.0 GPa and the strain is 6.0/197 = 3.05 %. The energy per volume is 600 MJ/m³ at the start, 417 MJ/m³ at the halt and 492 MJ/m³ for the single crystal. This start lies between Lc/2 = 1.64 nm and Lc, so it shows the point made above: the single crystal is lower than the start but higher than the halt.

**Q.** And a film with more ordinary grains?

**A.** Start at 20 nm with the same material values. Growth to L = 50 nm, equal to the film thickness chosen here, gives

σ = 197 × 0.10 × (1/20 − 1/50) = 0.59 GPa.

Removing every boundary would give 197 × 0.10/20 = 0.985 GPa. Even then γ − σa = 0.60 − 0.0985 = 0.50 J/m², so the strain has taken away only about 16 % of the driving energy γ. With a realistic excess width of 0.03 to 0.05 nm, the tension at L = 50 nm would be only 0.18 to 0.30 GPa for the same M. In either case the film is left in tension, but that tension does not stop its grains from growing.

**Q.** A copper film at 6 GPa? Surely it would yield first.

**A.** Yes, and this is a serious objection to the 2 nm result even if the large excess width is granted. Suppose the film flows at a constant stress σy. Once σy is reached, each further fall of x by dx releases 2γdx of boundary energy. The shrinkage a dx in each of two directions is taken up by plastic strain, which dissipates 2σy a dx. The stored elastic energy no longer changes, so growth remains favourable if

σy < γ/a.

With a rough flow stress of 1.0 GPa for nanocrystalline copper, this is satisfied by a factor of six. Yield begins at

1/L = 1/L0 − σy/(Ma) = 0.500 − 1.0/19.7 = 0.449 nm⁻¹,

or L = 2.23 nm, long before 5.1 nm. After that the elastic halt is gone. The result L0 < Lc is thus a condition for halting by elastic strain. For the halt to survive, the flow stress must also exceed γ/a.

**Q.** Suppose it did not yield. Would atoms simply diffuse into the boundaries and relax the tension?

**A.** They would, given time. Let z be the depth below the free surface, σ(z) the normal stress on a boundary, Ω the atomic volume, and δD the boundary width times its diffusivity. Tension lowers the chemical potential of a boundary atom by σΩ, so atoms flow towards higher tension. With δ/Ω atoms per boundary area, the current per length of boundary is

I = (δD/kT) dσ/dz.

If the boundary thickens at a uniform rate v, conservation of atoms requires dI/dz = −v/Ω, hence

d²σ/dz² = −v kT/(ΩδD).

The stress vanishes at the free surface, and no atoms pass into the substrate, so dσ/dz = 0 at z = h. The solution is

σ = [v kT/(ΩδD)](hz − z²/2).

The average of hz − z²/2 over the thickness is h²/2 − h²/6 = h²/3, so the mean stress is v kT h²/(3ΩδD). The inserted material removes elastic strain at the rate v/L, so the mean stress falls at the rate Mv/L. Dividing the mean stress by this rate gives the relaxation time

τ = kT L h²/(3MΩδD).

This estimate needs a bare surface that supplies atoms freely, and it needs L well below h. A boundary cannot open where the film is bonded to the substrate, so part of the tension survives even when the boundaries carry no load: about 1 % of the mean stress at L = 0.1h, about 12 % at L = h and about 43 % at L = 4h for the elastic constants used here. For L = 5.1 nm, h = 50 nm and rough copper values, Ω = 0.0118 nm³ and δD = 5 × 10⁻¹⁵ m³/s × exp(−1.08 eV/kT), τ is about 2 × 10⁶ s at 300 K, a few weeks, and about 80 s at 400 K. These times are very uncertain, because boundary diffusion data are measured at high temperature and depend on purity. Data for high-purity copper, with activation energies of about 0.75 to 0.88 eV, give about 10² to 4 × 10³ s at 300 K and 0.1 to 1 s at 400 K. At 6 GPa the energy σΩ is about 0.44 eV, many times kT, and the linear flow law is then doubtful. As the tension relaxes, γ − σa becomes positive again and growth can resume.

**Q.** Real films rarely start without stress. Does that change the threshold?

**A.** Add an initial elastic strain e0, so that W = 2γx + M[e0 + a(x0 − x)]². Setting the derivative to zero gives

e0 + a(x0 − x*) = γ/(Ma),

1/L* = 1/L0 − 1/Lc + e0/a.

The total stress at the halt is still γ/a, provided the initial stress Me0 is below that value; if it is above, growth does not start. Initial tension supplies part of it and favours halting; compression has to be overcome first. Heating the film by 100 K, with an expansion mismatch of 1.4 × 10⁻⁵ K⁻¹, gives e0 = −0.0014 and a stress of −0.28 GPa. With the other inputs held fixed, the threshold falls from 3.28 to 3.14 nm, and the 2 nm film halts at 5.5 nm instead of 5.1 nm.

**Q.** How far should I trust the threshold of 3.28 nm itself?

**A.** Not to three figures. The excess width enters squared: at a = 0.05 nm, with M and γ fixed, Lc is 0.82 nm, smaller than any sensible columnar grain. Since realistic widths for copper are no larger than about this, the model gives no elastic halt for general boundaries with γ near 0.6 J/m². A lower γ and a stiffer texture can raise Lc to about 2 nm (2.2 nm for γ = 0.3 J/m², a = 0.05 nm and M = 260 GPa), but the halt would then still need a stress γ/a of 6 GPa. Crystal texture matters too. With cubic stiffnesses c11, c12 and c44 of 168, 121 and 75 GPa, M is 115 GPa for grains with (100) planes parallel to the film and 260 GPa for (111). At the original a and γ, the thresholds are 1.91 and 4.33 nm. A 2 nm start would miss the halt in the first case and meet it in the second.

The elastic law is also uncertain at 3 % strain. Suppose the energy per film volume were M[u/(1 − u)]² instead of Mu². Its derivative with respect to u is 2Mu/(1 − u)³, so the halt would need u/(1 − u)³ = γ/(Ma) = 0.0305, or u ≈ 0.028. Then 1/L* ≈ 0.500 − 0.280 = 0.220 nm⁻¹ and L* is 4.5 nm, about 11 % below the earlier value. The factor (1 − u)³ lowers u at the halt by about 8 %, and the subtraction from 1/L0 turns this into a rise of about 13 % in 1/L*. This trial law stiffens with strain. A copper crystal stretched in the film plane softens instead, so the real correction goes the other way: L* becomes larger, and the halt may vanish altogether.

Small geometric terms matter as well. With the original elastic law, including the thinning of the film changes L* from 5.1 to about 5.0 nm. Taking the excess volume as exactly a times the boundary area of the stretched film, with no correction where boundaries cross, gives about 4.8 nm, and both changes together give about 4.7 nm. Measuring that area in the relaxed film lowers each of these two values by a further 0.1 nm.

**Q.** Then what may an engineer with a real copper film take from this?

**A.** Grains of tens of nanometres are far above the threshold found here. For them the model gives no elastic halt, and if growth stagnates, another cause must be sought, such as grooving of boundaries at the surface or drag by impurities, both left out here. For the 2 nm film, the excess width was set too large for copper, and elasticity fails as well: the rough flow stress caps the tension near 1 GPa instead of 6 GPa and removes the predicted halt. For films with the coarser grains, the useful estimate is the tension produced by growth, Ma(1/L0 − 1/L), with a realistic a of 0.03 to 0.05 nm and the value of M for the film's texture, provided that this tension stays below the flow stress and that creep is slow over the time of interest. The second condition is demanding: with the copper data above, an uncapped 50 nm film with 50 nm grains loses most of its tension in about 800 s at 400 K and about 2 s at 500 K, or much faster with the high-purity data, so after an anneal the estimate is only an upper bound on the part of the tension left by growth. Cooling adds thermal tension to it, about 0.28 GPa per 100 K with the mismatch and isotropic M used above (0.16 GPa for (100) and 0.36 GPa for (111) texture) if the film stays elastic. The numerical output below gives the inputs and the main results.

Numbers as computed

```
INPUTS (rough, copper film on silicon)
Young modulus 130 GPa, Poisson ratio 0.34
boundary energy 0.60 J/m^2, excess width 0.10 nm
film thickness 50 nm
flow stress 1.0 GPa
c11, c12, c44 = 168, 121, 75 GPa
expansion mismatch 1.4e-05 1/K
heating 100 K
atomic volume 0.0118 nm^3
boundary diffusion prefactor 5.0e-15 m^3/s
boundary diffusion activation 1.08 eV
THRESHOLD
biaxial modulus M = 197.0 GPa
threshold Lc = 3.283 nm
threshold by bisection = 3.282 nm
start/single-crystal crossover = 1.641 nm
CASE L0 = 2.0 nm
halt size, formula = 5.118 nm
halt size, integer grain count = 5.118 nm
halt size, gradient flow = 5.118 nm
strain at halt = 3.05 %
stress at halt = 6.00 GPa
energy at start = 600.0 MJ/m^3
energy at halt = 417.2 MJ/m^3
energy, single crystal = 492.4 MJ/m^3
energy released to halt = 182.8 MJ/m^3
CASE L0 = 20.0 nm (no halt)
elastic stress at L = thickness: 0.591 GPa
elastic stress as L -> infinity: 0.985 GPa
gamma - stress*a in that limit: 0.502 J/m^2
RUNAWAY TEST from L0 = 4.92 nm
size at end of gradient flow = 498 nm
NEGLECTED EFFECTS (2 nm case unless stated)
halt stress / flow stress = 6.0
grain size at first yield = 2.226 nm
M for (100), (111) texture = 114.7, 259.9 GPa
Lc for (100) texture = 1.91 nm
Lc for (111) texture = 4.33 nm
Lc if excess width is 0.05 nm = 0.82 nm
thermal stress on heating = -0.276 GPa
Lc after heating = 3.139 nm
halt size after heating = 5.51 nm
halt size, other strain measure = 4.54 nm
creep relaxation time, 300 K = 2.1e+06 s
creep relaxation time, 400 K = 8.2e+01 s
```
